# Voltage hysteresis of a yielding alloy film at zero current

Suppose that a silicon film on a stiff substrate is charged with lithium to some composition and left to rest, and that it is later brought back to the same composition by removing lithium and again left to rest. If the two rest voltages differ by a tenth of a volt, it is tempting to blame slow diffusion or a sluggish surface reaction, and to expect that a lower current or a longer wait would close the gap. That inference fails if the film carries a stress which survives the rest. The stress changes the chemical potential of lithium, and it has opposite signs after insertion and after removal. The part of the gap caused in this way belongs to the mechanical state of the film, and slower cycling removes it only so far as slower cycling lowers the stress.

Let $x$ be the moles of lithium per mole of host atoms, and let $V_m(x)$ be the volume of the stress-free alloy per mole of host. The partial molar volume of lithium is the slope

$$
\Omega=\frac{dV_m}{dx}.
$$

It may depend on $x$; its value at the composition of the comparison is the one that enters. The film is bonded to a substrate so thick that its in-plane dimensions cannot change, while its top surface is free of traction. Composition and stress are taken as uniform. The two equal in-plane principal stresses are called $\sigma_f$, counted positive in tension, and the stress normal to the film is zero. Lithium insertion makes the film try to expand against the clamp, so it is compressed until it flows at $\sigma_f=-\sigma$. Removal makes it try to shrink, so it is stretched until it flows at $\sigma_f=+\sigma$. Here $\sigma>0$ is a magnitude. Equal magnitudes follow from a von Mises yield condition, because for principal stresses $(\sigma_f,\sigma_f,0)$ the equivalent stress is $|\sigma_f|$, whatever the sign.

The voltage $V$ is measured against unstressed lithium metal. When one mole of lithium passes reversibly from the metal into the film, the electrical work delivered is $FV$, with $F$ the Faraday constant, and it equals the fall in free energy:

$$
FV=\mu_{\rm Li}-\mu .
$$

Here $\mu$ is the chemical potential of lithium in the film. The metal's potential $\mu_{\rm Li}$ is the same in both rests, so

$$
F\,\Delta V=F(V_{\rm del}-V_{\rm lith})=\mu(-\sigma)-\mu(+\sigma).
$$

What remains is to find how $\mu$ depends on the film stress.

Swelling can be large even though elastic strain is small, so it is convenient to use logarithmic strains: successive stretches along the same axis multiply, and their logarithms add. Let $e$ be the elastic and $p$ the plastic in-plane strain. Isotropic swelling gives each axis one third of the logarithm of the volume ratio. The clamp therefore requires

$$
e+p+\frac13\ln\frac{V_m(x)}{V_m(0)}=\text{constant}.
$$

If a little lithium is added with no plastic flow, $p$ is frozen, and differentiation gives

$$
\left(\frac{\partial e}{\partial x}\right)_p=-\frac{\Omega}{3V_m}.
$$

The minus sign says that the elastic strain must become more compressive to cancel the swelling.

Next comes the elastic energy. Let $t$ be the elastic strain through the thickness. With shear modulus $G$ and Lamé constant $\lambda$, the isotropic elastic energy per unit stress-free volume is

$$
w=G(2e^2+t^2)+\frac{\lambda}{2}(2e+t)^2 .
$$

The free surface lets $t$ adjust until $\partial w/\partial t=0$:

$$
2Gt+\lambda(2e+t)=0,\qquad
t=-\frac{2\lambda}{\lambda+2G}\,e=-\frac{2\nu}{1-\nu}\,e .
$$

The last form uses $G=E/[2(1+\nu)]$ and $\lambda=E\nu/[(1+\nu)(1-2\nu)]$, where $E$ is Young's modulus and $\nu$ Poisson's ratio. Since $\lambda(2e+t)=-2Gt$ at this minimum,

$$
\frac{\partial w}{\partial e}=4Ge+2\lambda(2e+t)=4G(e-t)
=4G\,\frac{1+\nu}{1-\nu}\,e=2Me,
\qquad M=\frac{E}{1-\nu}.
$$

The energy vanishes at $e=0$, and $t$ makes no contribution to its first-order change because $\partial w/\partial t=0$. Integrating over $e$ gives $w=Me^2$.

To connect $e$ with the stress, imagine stretching both in-plane axes by a small logarithmic strain $d\varepsilon$ at fixed $x$ and $p$. The current volume is $J_eV_m$, where $J_e$ is the elastic volume ratio. The work of the two in-plane stresses is $2\sigma_fJ_eV_m\,d\varepsilon$, and the stored energy rises by $2V_mMe\,d\varepsilon$. Hence

$$
\tau\equiv J_e\sigma_f=Me,\qquad
\ln J_e=2e+t=\frac{2(1-2\nu)}{1-\nu}\,e .
$$

To lowest order $J_e=1$ and $e=\sigma_f/M$.

The free energy of the film per mole of host is

$$
\Phi(x,p)=f_0(x)+V_m(x)M(x)e^2 ,
$$

where $f_0$ is the stress-free part. Taking $f_0$ to depend on composition alone assumes that insertion and removal leave the same atomic structure, with no free energy stored in defects by the flow. The clamp does not move and the top surface has no traction, so no outside force does work when lithium enters. The chemical potential is then the derivative of $\Phi$ at frozen $p$. With $\mu_0=df_0/dx$ and a prime for $d/dx$,

$$
\begin{aligned}
\mu&=\mu_0+(V_mM)'e^2+2V_mMe\left(-\frac{\Omega}{3V_m}\right)\\
&=\mu_0-\frac23\,\Omega\tau+(V_mM)'e^2 .
\end{aligned}
$$

Freezing $p$ is right even if the film flows while lithium enters. Flow at fixed composition changes the free energy by $(\partial\Phi/\partial p)\,dp=-2V_m\tau\,dp$, since $\partial e/\partial p=-1$. That lost free energy becomes heat, $2V_m\tau\,dp\ge0$. The chemical energy supplied equals the change of $\Phi$ plus this heat, so the two flow terms cancel and $\mu\,dx$ is left.

It remains to replace $\tau$ by the actual stress. Inserting $e=\sigma_f/M$ in $J_e$ gives, to first order,

$$
J_e=1+\frac{2(1-2\nu)}{E}\,\sigma_f,\qquad
\tau=\sigma_f+\frac{2(1-2\nu)}{E}\,\sigma_f^2 .
$$

Therefore

$$
\mu(\sigma_f)=\mu_0-\frac23\,\Omega\sigma_f+Q\sigma_f^2+O(\sigma_f^3),
\qquad
Q=-\frac{4\Omega(1-2\nu)}{3E}+\frac{(V_mM)'}{M^2}.
$$

The linear term has a simple reading. The mean of the three principal stresses is $(\sigma_f+\sigma_f+0)/3=2\sigma_f/3$, and lithium that brings the volume $\Omega$ with it gains or pays $\Omega$ times this mean stress. Compression raises $\mu$ and lowers the voltage; tension does the reverse. Subtracting the two rest states at the same $x$,

$$
\mu(-\sigma)-\mu(+\sigma)
=\left(\frac23\Omega\sigma+Q\sigma^2\right)
-\left(-\frac23\Omega\sigma+Q\sigma^2\right)+O(\sigma^3),
$$

and division by $F$ gives

$$
\boxed{\Delta V=\frac{4\,\Omega\,\sigma}{3F}}
$$

up to terms of third order in stress. The quadratic elastic terms are even in stress and cancel. They are not free to be large, however: for the energy used here the part $(V_mM)'\sigma^2/M^2$ brings with it a cubic term in the gap that is $8(1-2\nu)\sigma/E$ times as large, so a soft film whose modulus changes steeply with $x$ departs from the boxed formula by several percent. Their effect is to move the midpoint of the two voltages by $-Q\sigma^2/F$ from the stress-free voltage.

The cancellation needs equal magnitudes. If the film flows at $\sigma_t$ in tension and $\sigma_c$ in compression, the same expansion gives

$$
F\,\Delta V=\frac23\Omega(\sigma_t+\sigma_c)+Q(\sigma_c^2-\sigma_t^2)
$$

to second order. In the limit where the tensile stress is lost altogether, for instance through cracking, the leading gap is half of the symmetric one.

The number $4/3$ also depends on the direction of swelling. Let a fraction $a$ of the logarithmic volume change lie along each in-plane axis, with the remaining $1-2a$ through the thickness. The clamp then gives $(\partial e/\partial x)_p=-a\Omega/V_m$, the linear term in $\mu$ becomes $-2a\Omega\sigma_f$, and

$$
\Delta V=\frac{4a\,\Omega\,\sigma}{F}
$$

at leading order. Isotropic swelling has $a=1/3$. A film that swells through its thickness alone has $a=0$ and no linear hysteresis, however large its volume change, because its swelling does not work against the in-plane stress.

The gap can also be read as heat. While the film flows at constant stress, its elastic strain is nearly constant, and the clamp requires $dp=-\Omega\,dx/(3V_m)$ to leading order. The dissipated work is then

$$
2V_m\tau\,dp=-\frac23\,\Omega\tau\,dx .
$$

On insertion $dx>0$ and $\tau\approx-\sigma$; on removal both signs are reversed. To leading order, each direction costs $2\Omega\sigma/3$ per mole of lithium, and the two together make $4\Omega\sigma/3=F\Delta V$. Over a closed cycle $\Phi$ returns to its starting value, so the electrical energy lost equals the plastic heat in this model.

Flow does not resume at once after the current is reversed. The film must first pass elastically from one yield stress to the other, a strain change of about $2\sigma/M$. At frozen $p$ this takes a composition change

$$
|\Delta x|\approx\frac{2\sigma}{M}\,\frac{3V_m}{\Omega}
=\frac{6\sigma V_m}{M\Omega},
$$

with $V_m$ and $M$ taken midway through the passage. The full gap appears at compositions where both branches have completed it. A cycle confined to the elastic window follows one reversible curve and shows no mechanical hysteresis in this model.

For a numerical case, take an amorphous silicon film with rough typical values: $\Omega=9$ cm³/mol, host volume 12 cm³/mol, $\sigma=1$ GPa and $\nu=0.25$. Young's modulus is assumed to fall linearly from 90 GPa at $x=0$ to 60 GPa at $x=2$, and on at the same slope. This is stiffer than measurements on lithiated silicon films suggest; the leading gap does not depend on the modulus, but the elastic passage after a reversal does. The stress-free voltage is represented by a straight line that starts at 0.5 V and falls by 0.11 V per unit $x$. At the rest composition $x=2$ this gives

$$
V_m=12+2\times9=30\ \text{cm}^3/\text{mol},\qquad
M=\frac{60}{0.75}=80\ \text{GPa},
$$

and a stress-free voltage of 0.28 V. Since 1 GPa times 1 cm³/mol is 1 kJ/mol, the gap is

$$
F\,\Delta V=\frac43\times9\times1=12\ \text{kJ/mol},\qquad
\Delta V=\frac{12000}{96485}\ \text{V}=124\ \text{mV}.
$$

As a test of the derivation, the free energy was minimized numerically over the thickness strain, and stress and chemical potential were obtained from it by finite differences. The film was then taken through a yielding cycle between $x=0.5$ and $x=3$. At $x=2$ the rest voltages came out as 0.219 V after insertion and 0.343 V after removal. The gap exceeded the formula by 0.039 mV, and this remainder grew by a factor 8.02 when the stress was doubled, as a cubic term should. Its size belongs to the assumed energy, quadratic in logarithmic strain; a real alloy may have other cubic terms. With the same $\Omega$ and stress, thickness-only swelling gave $-0.013$ mV, and swelling confined to the plane gave 186.6 mV, in agreement with $a=0$ and $a=1/2$.

The midpoint shift can be followed by hand. The first part of $Q\sigma^2$ is

$$
-\frac43\times9\times0.5\times\frac{1}{60}\ \text{kJ/mol}=-0.100\ \text{kJ/mol}.
$$

For the second part, $M$ falls by 20 GPa per unit $x$, so $(V_mM)'=9\times80-30\times20=120$ kJ/mol. Multiplied by $(\sigma/M)^2=(1/80)^2$ this is 0.019 kJ/mol. The sum, $-0.081$ kJ/mol, raises the midpoint voltage by 0.84 mV, which is the shift found numerically.

After reversal at $x=3$ the simulated film needed $|\Delta x|=0.389$ to reach tensile yield. Midway, at $x=3-0.389/2\approx2.8055$, the volume is 37.25 cm³/mol and $M$ is 63.9 GPa, and the estimate $6\times37.25/(63.9\times9)$ gives the same 0.389. This is a sizeable part of the cycle, and it shows in the energy loss. A rectangular loop would lose $12\times2.5=30$ kJ per mole of silicon; the simulated loop lost 26.9 kJ/mol, equal to the plastic heat computed separately. At the lower end the transit estimate is about 0.10. Treating the two elastic corners as triangles removes $\frac12\times12\times(0.39+0.10)\approx2.9$ kJ/mol, which accounts for most of the difference. A softer film has a longer passage: if the biaxial modulus falls linearly from 70 GPa at $x=0.32$ to 35 GPa at $x=3$, nearer to measured values, the transit from $x=3$ becomes 0.62.

The formula with the yield stress inserted also assumes that the stress stays constant at rest. Suppose that the film creeps by a power law, with plastic strain rate $\dot\varepsilon_0(|\sigma_f|/\sigma)^m$, where $\dot\varepsilon_0$ is the rate just before the current stops. At rest $x$ is fixed, so elastic strain is lost as fast as plastic strain accumulates. With $y=|\sigma_f|/\sigma$,

$$
\frac{dy}{dt}=-r\,y^m,\qquad r=\frac{M\dot\varepsilon_0}{\sigma}.
$$

Separating variables and using $y(0)=1$,

$$
y^{1-m}-1=(m-1)rt,\qquad
y=\left[1+(m-1)rt\right]^{-1/(m-1)} .
$$

If each half-cycle takes 20 h, then $\dot\varepsilon_0=\Omega\dot x/(3V_m)=3.47\times10^{-6}$ s⁻¹ and $r=80\,\dot\varepsilon_0=2.8\times10^{-4}$ s⁻¹. After one hour $rt$ is about 1. With a rough exponent $m=20$, $y=20^{-1/19}=0.854$. If both rests relax alike, the gap loses 18 mV and falls to about 106 mV. The result depends on the exponent: $m=5$ leaves about 83 mV after the hour and $m=50$ about 115 mV. In this law the stress continues to fall slowly, so a zero-current gap must be quoted with its rest time.

A modest difference between the yield stresses and a small mismatch in composition matter less than this relaxation for these numbers. A tensile yield stress 10% higher, with the compressive one unchanged, widens the gap by 6.4 mV: 6.2 mV from the linear term and 0.2 mV from the quadratic one. An error of 0.05 in matching $x$ between the two rests gives 5.5 mV through the slope of the voltage curve. A film initially 100 nm thick has swollen to 250 nm at $x=2$; with a rough lithium diffusivity of $10^{-12}$ cm²/s, the diffusion time, thickness squared over diffusivity, is 10 minutes. The one-hour rest is six times longer, enough to make the chemical potential uniform. It does not make the composition uniform, because lithium leaving the surface layer unloads that layer elastically and the change of stress stops the flow early. The spread across the film is small from the start: the rate of change of $x$ times half the diffusion time is about 0.01 when the current stops, and the redistribution lowers the gap by about 0.5 mV. With a diffusivity ten times smaller the spread is about 0.1 and the gap falls by about 5 mV.

Beside real silicon films, a flow stress near 1 GPa and the chosen $\Omega$ are of the right size, but the stress varies with composition, rate and film preparation, and the gap scales with it. The hysteresis of silicon electrodes in slow cycling is roughly 0.2 to 0.3 V, so the mechanical part computed here is substantial without being the whole. The model couples voltage to stress at $2\Omega/3F\approx62$ mV/GPa, while in situ stress measurements on lithiated silicon films have reported about 100 to 120 mV/GPa, so the share of the real hysteresis that follows the stress is not fixed by this estimate. The model cannot assign the remainder; a structure that differs between insertion and removal, or a reaction that has not come to rest, could contribute to it. Cracking breaks the assumption of equal stresses, and complete loss of the tensile stress would reduce the leading mechanical gap from 124 to 62 mV. The first lithiation of crystalline silicon proceeds with a sharp reaction front, and that of amorphous silicon can do so too; such a front violates the assumption of uniform composition. Particles in a porous electrode are not clamped films, and their stress must be found from their own geometry before a voltage shift can be assigned. The numerical output below lists the inputs and results of the example.

## Computed values

```
Li partial molar volume: 9 cm3/mol
Host molar volume: 12 cm3/mol
Yield stress magnitude: 1 GPa
Poisson ratio: 0.25 (no unit)
Rest composition x: 2 mol Li/mol Si
Cycle lower x: 0.5 mol Li/mol Si
Cycle upper x: 3 mol Li/mol Si
Young modulus at x=0: 90 GPa
Young modulus at rest x: 60 GPa
Biaxial modulus at rest x: 80 GPa
Molar volume at rest x: 30 cm3/mol Si
Stress-free voltage at x=0: 0.5 V
Voltage fall per unit x: 0.11 V
Stress-free voltage at rest x: 0.28 V
Faraday constant: 96485.33 C/mol
Mean stress magnitude: 0.6667 GPa
Potential shift, each direction: 6 kJ/mol
Gap from formula: 124.37 mV
Gap from formula, as energy: 12 kJ/mol Li
Gap from free energy: 124.41 mV
Lithiation rest voltage: 0.2186 V
Delithiation rest voltage: 0.343 V
Gap in simulated cycle: 124.41 mV
Midpoint voltage shift: 0.843 mV
Midpoint shift from formula: 0.842 mV
Remainder beyond linear gap: 0.039 mV
Remainder ratio on doubling stress: 8.02 (no unit)
Gap, thickness-only swelling: -0.013 mV
Gap, in-plane-only swelling: 186.6 mV
Electrical loss per cycle: 26.91 kJ/mol Si
Plastic loss per cycle: 26.91 kJ/mol Si
Elastic transit after top reversal: 0.389 in x
Elastic transit from formula: 0.389 in x
Gap change, tensile yield +10%: 6.4 mV
Time per charge or discharge: 20 h
Rest time: 1 h
Flow exponent: 20 (no unit)
Plastic strain rate before rest: 3.47e-06 1/s
Stress fraction kept after rest: 0.854 (no unit)
Gap lost by relaxation: 18.1 mV
Composition mismatch: 0.05 in x
Voltage error from mismatch: 5.5 mV
Initial film thickness: 100 nm
Film thickness at rest x: 250 nm
Li diffusivity: 1e-12 cm2/s
Diffusion time: 10.4 min
```
